# Equal left-to-right and right-to-left Caroli traces in a magnetic field

Connect a device to two reservoirs, L and R, and write the particle current into R as

$$I=\frac{1}{2\pi}\int dE\,\left[T_{RL}(E)f_L(E)-T_{LR}(E)f_R(E)\right].$$

Here $T_{RL}$ is the transmission from L to R, $T_{LR}$ that from R to L, and $f_a$ is the occupation of reservoir $a$. If the two transmissions differed, equal occupations would leave a net current at that energy, and a contact in equilibrium could carry current with nothing driving it. Without a magnetic field, time reversal rules this out. With a field that argument is lost, and another is needed.

Atomic units are used in the algebra ($\hbar=1$), and spin is left out until the conductance is quoted.

## One level, then a ring with flux

Take one level of energy $\varepsilon$, with escape rates $\Gamma_L$ and $\Gamma_R$. Its retarded Green function is $G=[E-\varepsilon+i(\Gamma_L+\Gamma_R)/2]^{-1}$, and

$$T_{RL}=\Gamma_R|G|^2\Gamma_L=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+(\Gamma_L+\Gamma_R)^2/4}=T_{LR}.$$

Numbers commute, so this case is too simple to show the difficulty. A field needs a loop.

Let site 1 touch L, site 2 touch R, and let site 3 complete a ring. Choose $H_{12}=H_{21}=-u$ and $H_{23}H_{31}=v^2e^{i\phi}$, with $u,v$ real and $\phi$ set by the enclosed flux. Hermiticity gives $H_{13}H_{32}=v^2e^{-i\phi}$. Let site 3 also lose particles at rate $\gamma$. Its equation gives

$$\psi_3=z\,(H_{31}\psi_1+H_{32}\psi_2),\qquad z=\frac{1}{E-\varepsilon_3+i\gamma/2}.$$

Inserting this into the equations of sites 1 and 2 leaves the effective couplings

$$w_{21}=-u+v^2e^{i\phi}z,\qquad w_{12}=-u+v^2e^{-i\phi}z.$$

The inverse of the remaining two-by-two matrix has $G_{21}=w_{21}/D$ and $G_{12}=w_{12}/D$, with the same determinant $D$. In $|w_{21}|^2-|w_{12}|^2$ the squared terms cancel and the cross terms remain:

$$|w_{21}|^2-|w_{12}|^2=-2uv^2\,\mathrm{Re}\left[z(e^{i\phi}-e^{-i\phi})\right]=4uv^2\sin\phi\;\mathrm{Im}\,z.$$

Since $\mathrm{Im}\,z=-(\gamma/2)/[(E-\varepsilon_3)^2+\gamma^2/4]$,

$$T_{RL}-T_{LR}=-\frac{\Gamma_L\Gamma_R}{|D|^2}\,\frac{2uv^2\gamma\sin\phi}{(E-\varepsilon_3)^2+\gamma^2/4}.$$

Two limits can be read off. With no flux, $\sin\phi=0$ and the directions agree even with loss. With flux but no loss, $\gamma=0$ and they agree again (for $E\neq\varepsilon_3$, so that site 3 can be eliminated). In this ring an inequality needs both flux and a third exit. This suggests that the general proof should rest on particle conservation, not on time reversal.

## What the traces measure

For a general device in an orthonormal basis, let $\tau_a$ couple lead $a$ to the device and let $h_a$ be the Hamiltonian of the isolated lead. The amplitudes $\psi$ in the device and $\chi_a$ in the leads obey

$$(E-H)\psi=\sum_a\tau_a\chi_a,\qquad (E-h_a)\chi_a=\tau_a^\dagger\psi.$$

The outgoing solution in a lead is $\chi_a=\chi_a^0+g_a\tau_a^\dagger\psi$, where $g_a=(E+i0-h_a)^{-1}$ and $\chi_a^0$ is the incident state. Define

$$\Sigma_a=\tau_ag_a\tau_a^\dagger,\qquad \Gamma_a=i(\Sigma_a-\Sigma_a^\dagger),\qquad G=(E-H-\Sigma_L-\Sigma_R)^{-1}.$$

Because $g_a-g_a^\dagger=-2\pi i\,\delta(E-h_a)$, we have $\Gamma_a=2\pi\tau_a\delta(E-h_a)\tau_a^\dagger$, which has no negative eigenvalue. A state incident from $a$ produces $\psi=G\tau_a\chi_a^0$. Summing over all such states at energy $E$ gives

$$\sum\psi\psi^\dagger=G\tau_a\delta(E-h_a)\tau_a^\dagger G^\dagger=\frac{1}{2\pi}G\Gamma_aG^\dagger.$$

Now let nothing be incident from lead $b$, so $\chi_b=g_b\tau_b^\dagger\psi$. From $i\dot\chi_b=h_b\chi_b+\tau_b^\dagger\psi$, the rate at which probability enters $b$ is

$$\frac{d}{dt}\chi_b^\dagger\chi_b=i\left(\psi^\dagger\tau_b\chi_b-\chi_b^\dagger\tau_b^\dagger\psi\right)=i\psi^\dagger(\Sigma_b-\Sigma_b^\dagger)\psi=\psi^\dagger\Gamma_b\psi.$$

The flow from $a$ to $b$ per unit energy is therefore $T_{ba}/2\pi$, with

$$T_{ba}=\mathrm{Tr}\left[\Gamma_bG\Gamma_aG^\dagger\right].$$

## The general proof

Let $M=ES-H-\Sigma_L-\Sigma_R$ and $G=M^{-1}$. The overlap matrix $S$ is the unit matrix above, but any Hermitian $S$ will do. The assumptions are that $E$ is real, $H$ is Hermitian, and the two leads supply the whole anti-Hermitian part of $M$. Nothing is assumed about $H^T$ or $G^T$, so any field is allowed.

Since $\Sigma_a-\Sigma_a^\dagger=-i\Gamma_a$,

$$M-M^\dagger=i(\Gamma_L+\Gamma_R).$$

Multiply by $G$ on the left and $G^\dagger$ on the right. The left side becomes $G^\dagger-G$, and multiplying by $-i$ gives $i(G-G^\dagger)=G(\Gamma_L+\Gamma_R)G^\dagger$. With $G^\dagger$ on the left and $G$ on the right, the left side is again $G^\dagger-G$. Hence

$$i(G-G^\dagger)=G(\Gamma_L+\Gamma_R)G^\dagger=G^\dagger(\Gamma_L+\Gamma_R)G.$$

Multiply the last two forms by $\Gamma_L$ and take the trace:

$$\mathrm{Tr}[\Gamma_LG\Gamma_LG^\dagger]+\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_LG]+\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG].$$

Moving factors cyclically turns $\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_LG]$ into $\mathrm{Tr}[\Gamma_LG\Gamma_LG^\dagger]$, so the first terms cancel. The same operation turns the last term into $\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. What remains is

$$\boxed{\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]}$$

or $T_{LR}=T_{RL}$. Random complex Hermitian matrices, with non-unit overlap and leads of unequal rank, gave a largest difference of $2.4\times10^{-15}$ between the traces.

One limit needs care: $M$ may have no inverse. Suppose $M\psi=0$ with $\psi\neq0$. Then $\psi^\dagger(M-M^\dagger)\psi=0$, so $\psi^\dagger\Gamma_L\psi+\psi^\dagger\Gamma_R\psi=0$. Neither term can be negative, so both vanish, and for matrices without negative eigenvalues this means $\Gamma_L\psi=\Gamma_R\psi=0$. It follows that $M^\dagger\psi=M\psi-i(\Gamma_L+\Gamma_R)\psi=0$. Thus $M$ and both $\Gamma_a$ act entirely within the space orthogonal to $\psi$. The state is bound and exchanges no particles with the leads. Remove it, repeat if necessary, and apply the proof to what is left.

## More than the sum is equal

Factor $\Gamma_a=W_aW_a^\dagger$, put $W=(W_L,W_R)$, and define $\mathcal S=1-iW^\dagger GW$. Then

$$\mathcal S\mathcal S^\dagger=1-W^\dagger\,i(G-G^\dagger)\,W+W^\dagger G(\Gamma_L+\Gamma_R)G^\dagger W=1.$$

The last two terms cancel by the identity above. Since $\mathcal S$ is a finite square matrix, $\mathcal S^\dagger\mathcal S=1$ as well. Name its blocks $r=\mathcal S_{LL}$, $t=\mathcal S_{RL}=-iW_R^\dagger GW_L$ and $t'=\mathcal S_{LR}=-iW_L^\dagger GW_R$. The LL blocks of the two unitarity relations are

$$t^\dagger t=1-r^\dagger r,\qquad t't'^\dagger=1-rr^\dagger.$$

For a square matrix, $r^\dagger r$ and $rr^\dagger$ have the same eigenvalues. So $t^\dagger t$ and $t't'^\dagger$ share theirs, and their traces are $T_{RL}$ and $T_{LR}$. Physically, both transmissions are what reflection back into the same lead leaves over. In the limit of one open channel per lead there is one transmission probability, equal both ways. With several channels, individual probabilities need not agree.

## Where time reversal does enter

For orbital motion, in a basis of real functions such as the grid used below, reversing the field transposes the matrices: $H(-B)=H(B)^T$, and likewise for $S$ and $\Sigma_a$. Hence $G(-B)=G(B)^T$. A trace is unchanged by transposition, which reverses the order of the factors:

$$T_{RL}(B)=\mathrm{Tr}\left[(G^\dagger)^T\Gamma_L^TG^T\Gamma_R^T\right]=\mathrm{Tr}\left[\Gamma_LG\Gamma_RG^\dagger\right]_{-B}=T_{LR}(-B).$$

This relates opposite fields. Combined with the equality at fixed field, it gives $T_{RL}(B)=T_{RL}(-B)$.

## A contact to a CdTe strip

The example is a contact to an n-type CdTe quantum-well strip, 40 nm wide, with hard walls and effective mass 0.10 electron masses. The active length is 60 nm (600 angstrom), on a square grid of spacing $a=2.5$ nm. The hopping energy $\hbar^2/(2m^*a^2)$ is 0.06096 eV. A perpendicular field of 6 T fills the device and both leads and enters as a phase on the hopping.

The metal is represented by a lead whose band bottom lies 0.040 eV below that of the strip. The electron energy is 0.030 eV above the strip's bottom. At distance $x$ from the contact the barrier is $0.100\,(1-x/10\ \mathrm{nm})^2$ eV, and it ends at 10 nm. A repulsive Gaussian scatterer, 0.040 eV high, sits off the centre line. The leads have five open channels on the left and three on the right, so nothing in the geometry makes the directions look alike.

The traces are $T_{RL}=T_{LR}=0.13350042$. A separate calculation, which matches incoming and outgoing lead waves to the device without a Green function, gives 0.13350045 both ways. Its transmission eigenvalues are also the same in both directions, and their sum is

$$0.102705+0.030543+0.000253=0.133501.$$

With two spins, $(2e^2/h)T$ is about 10 microsiemens.

Single channels behave differently. Numbering them by decreasing wavenumber, the probability from left channel 1 to right channel 2 is 0.00155, while the reverse probability is 0.02425, about sixteen times larger on this grid and about ten times larger for the continuous strip. Without the field, the channel probabilities agree to rounding. They also agree when the reverse process is taken at $-6$ T, as time reversal requires. The total is unchanged by field reversal but does depend on field strength: it is 0.0907 at zero field on this grid. The coarse grid exaggerates the dependence: the continuous strip gives 0.248 at zero field and 0.276 at 6 T.

## Adding a third exit

Add an absorber with broadening $\Gamma_\phi$. Now $M-M^\dagger=i(\Gamma_L+\Gamma_R+\Gamma_\phi)$, and the same trace with $\Gamma_L$ gives

$$T_{LR}+T_{L\phi}=T_{RL}+T_{\phi L}\quad\Rightarrow\quad T_{RL}-T_{LR}=T_{L\phi}-T_{\phi L}.$$

The right side need not vanish. An absorber of width 0.020 eV on one edge of the strip gives $T_{RL}=0.0206$ and $T_{LR}=0.0556$ at 6 T. With the same absorber at zero field, the two agree to rounding. An imaginary energy $i\eta$ kept inside the device is an absorber too, with $\Gamma_\phi=2\eta S$. A difference between computed traces can therefore come from that term.

Suppose instead that the third exit returns every particle it receives. Let $K=T_{\phi L}+T_{\phi R}$. The sum rule for $\phi$ gives $T_{L\phi}+T_{R\phi}=K$. With $f_L=1$ and $f_R=0$, zero net current into $\phi$ requires $f_\phi=T_{\phi L}/K$, so the effective transmission is

$$T^{\rm eff}_{RL}=T_{RL}+\frac{T_{R\phi}T_{\phi L}}{K}.$$

Put $\delta=T_{RL}-T_{LR}$. Then $T_{L\phi}=T_{\phi L}+\delta$ and $T_{R\phi}=T_{\phi R}-\delta$, so

$$T^{\rm eff}_{RL}-T^{\rm eff}_{LR}=\delta+\frac{(T_{\phi R}-\delta)T_{\phi L}-(T_{\phi L}+\delta)T_{\phi R}}{K}=\delta-\delta=0.$$

For the edge probe both effective values are 0.0994. Conservation restores the equality of the total, though not of the bare traces.

## How far the number can be trusted

The material parameters are rough, and the equality is much firmer than the value 0.1335. Halving the grid spacing gives 0.175, a rise of 31 percent, and halving it again gives 0.217, so the value has not converged. A third halving gives 0.244, and the continuous strip has about 0.276, twice the 2.5 nm value, or about 21 microsiemens. The conductance and the other strip transmissions, here and in the earlier sections, also belong to the 2.5 nm grid unless another spacing is stated, and they are not converged values. The equality does not depend on the spacing: the traces agree at half the spacing as well.

The barrier matters most. A height of 0.10 eV is low for a metal on CdTe, where several tenths of an eV is a fairer rough figure. At 0.50 eV, with the depletion width held at 10 nm, the transmission falls to $7.1\times10^{-5}$ on the grid, or $1.5\times10^{-4}$ for the continuous strip. In the other direction, the image force would lower the 0.10 eV barrier by an estimated 0.054 eV. Reducing the height by that amount, with the width unchanged, raises the transmission, summed over the three channels, to 0.98 on the grid, or 1.26 for the continuous strip. By the formula for a uniformly doped bulk layer, the assumed depletion width needs about $1.1\times10^{18}$ donors per cm$^3$. This is heavy doping, and the same density throughout the strip would not fit the assumed mobility of $10^4$ cm$^2$/Vs. A real metal also has faster electrons than the model lead: for a single sharp step, a metal with a 5 eV Fermi energy transmits 0.63, against 0.96 for the model lead.

On the 2.5 nm grid, thermal averaging at 4 K changes the transmission by 2 percent (5 percent for the continuous strip). Shifting the energy by half the Zeeman splitting either way gives 0.116 and 0.155; the chosen energy lies on the rising flank of a transmission peak near 0.031 eV. The mean free path inferred from the mobility is 185 nm, about three times the device length. If all that scattering destroyed phase and were treated as one uniform floating probe, the transmission would be 0.153. At 300 K, $k_BT=0.026$ eV is close to the electron energy and exceeds the optical phonon energy of 0.021 eV, so a purely elastic description is no longer justified.

The theorem does not forbid rectification. It compares two directions in the same potential, at the same energy and field. Reversing a finite bias changes the barrier, hence $H$, and the transmission may change with it. The remaining values are in the numerical output below.

## Computed results

```
Effective mass / electron mass: 0.10
Strip width: 40 nm; grid spacing: 2.5 nm
Device length: 60 nm = 600 angstrom
Grid: 24 columns x 15 rows; hopping 0.06096 eV
Energy: 0.030 eV; left band bottom: -0.040 eV
Barrier: 0.100 eV; depletion width: 10.0 nm
Scatterer: 0.040 eV, Gaussian radius 6.0 nm
Scatterer centre: x = 35.0 nm, y = -8.0 nm from mid-strip
Field: 6.0 T; magnetic length: 10.47 nm
Cyclotron energy: 0.00695 eV
Lowest Landau level on wide grid: 0.00345 eV
Open channels left, right: 5, 3
Caroli trace R<-L: 0.13350042
Caroli trace L<-R: 0.13350042
Difference of traces: 0.0e+00
Wave matching R<-L: 0.13350045
Wave matching L<-R: 0.13350045
Transmission eigenvalues R<-L: 0.102705 0.030543 0.000253
Transmission eigenvalues L<-R: 0.102705 0.030543 0.000253
Conductance, two spins: 10.344 microsiemens
Trace R<-L with field reversed: 0.13350042
Trace R<-L without field: 0.09067142
Most unequal channel pair: left 1, right 2
  probability left to right: 0.001552
  probability right to left: 0.024250
Largest channel gap without field: 2.9e-16
Largest channel gap after field reversal: 3.3e-16
Random matrices, largest trace difference: 2.4e-15
Edge absorber width: 0.020 eV
  bare traces R<-L, L<-R: 0.020573, 0.055618
  floating probe, both directions: 0.099377
  bare difference without field: 2.7e-14
Mobility: 10000 cm2/Vs; mean free path: 185 nm
Scattering width hbar/tau: 0.00116 eV
  uniform absorber R<-L, L<-R: 0.066640, 0.052753
  same, as floating probe: 0.153159
Temperature: 4 K; kT: 0.000345 eV
  thermally averaged transmission: 0.136746
kT at 300 K: 0.0259 eV
Optical phonon: 0.021 eV; occupation at 4 K: 3.5e-27
g factor magnitude: 1.6; Zeeman splitting: 0.000556 eV
  transmission at shifted energies: 0.116092, 0.154578
Relative permittivity: 10; donors: 1.11e+18 cm^-3
Peak contact field: 0.200 MV/cm
Image-force lowering: 0.0537 eV
  transmission with lowered barrier: 0.980195
Transmission with 0.50 eV barrier: 7.121e-05
Transmission at half grid spacing: 0.175390
Band gap: 1.6 eV; largest kinetic energy / gap: 0.044
Step transmission, model lead: 0.956
Step transmission, 5 eV metal: 0.632
```
